# Tang-Toennies damping of the inverse sixth-power dispersion energy at both limits

## Definitions and conventions

Two closed-shell molecules, each represented by one centre, are separated by a distance $R$. Energies are measured from infinite separation, so attraction is negative. The leading term of the undamped dispersion energy is $-C_6/R^6$ with $C_6>0$. It comes from a multipole expansion that assumes separate charge clouds. When the clouds overlap the expansion loses its basis, and its divergence at $R=0$ has no physical counterpart.

Tang-Toennies damping multiplies this energy by a factor $f_6$:

$$V(R)=-\frac{C_6}{R^6}\,f_6(bR),\qquad f_6(x)=1-e^{-x}\sum_{k=0}^{6}\frac{x^k}{k!}.$$

Here $b>0$ is a constant inverse length and $x=bR$ is dimensionless. Two statements are to be proved.

**Short range.** As $R\to0^+$,
$$V(R)=-\frac{C_6b^7}{5040}\,R\,\bigl[1+O(bR)\bigr].$$

**Long range.** As $R\to\infty$, $R^6V(R)\to-C_6$, and $x^m(1-f_6)\to0$ for every power $m$. Damping therefore adds no inverse-power correction to the long-range law.

"Long range" refers to the nonretarded law, in which the finite speed of light is ignored. Retardation is treated with the example.

## First derivation: an integral for the damping factor

Differentiate $f_6$ by the product rule. The derivative of $-e^{-x}$ gives a positive sum, and the derivative of the polynomial gives a negative one:

$$f_6'(x)=e^{-x}\sum_{k=0}^{6}\frac{x^k}{k!}-e^{-x}\sum_{k=1}^{6}\frac{x^{k-1}}{(k-1)!}.$$

Renaming $k-1$ as $k$ in the second sum makes it run from 0 to 5. All terms cancel except $k=6$ in the first sum:

$$f_6'(x)=\frac{x^6e^{-x}}{6!}.$$

At $x=0$ the defining sum equals 1, so $f_6(0)=1-1=0$. Integration from zero gives

$$f_6(x)=\frac1{6!}\int_0^x t^6e^{-t}\,dt.$$

The integrand is positive for $t>0$, so $f_6$ increases with $x$.

### Short range

Substitute $t=xu$, so that $dt=x\,du$ and $t^6=x^6u^6$. The integral acquires a factor $x^7$, and division by $x^6$ leaves

$$\frac{f_6(x)}{x^6}=\frac{x}{720}\int_0^1u^6e^{-xu}\,du.$$

The singular denominator has been cancelled, with one power of $x$ left over. To bound the integral, note that $e^{-y}$ is convex and so lies above its tangent at $y=0$. Hence $1-y\le e^{-y}\le1$ for $y\ge0$. With $y=xu$, $\int_0^1u^6du=1/7$ and $\int_0^1u^7du=1/8$,

$$\frac17-\frac{x}{8}\le\int_0^1u^6e^{-xu}\,du\le\frac17.$$

Multiplying by 7, and using $7\times720=5040$, gives

$$1-\frac{7x}{8}\le\frac{5040\,f_6(x)}{x^7}\le1.$$

Both bounds tend to 1 as $x\to0$. Since $1/R^6=b^6/x^6$,

$$V(R)=-C_6b^6\frac{f_6(x)}{x^6}\;\longrightarrow\;-C_6b^6\frac{x}{5040}=-\frac{C_6b^7}{5040}R.$$

This is the short-range statement. The linear law overestimates the magnitude of $V$, and the shortfall, relative to the linear law, is at most $7bR/8$.

### Long range

Integrating by parts six times gives $\int_0^\infty t^6e^{-t}dt=6!$, since every boundary term vanishes. The part missing from $f_6$ is therefore the tail of the integral. With $t=x+s$,

$$1-f_6(x)=\frac1{6!}\int_x^\infty t^6e^{-t}\,dt=\frac{x^6e^{-x}}{6!}\int_0^\infty\left(1+\frac sx\right)^6e^{-s}\,ds.$$

The bracket is at least 1. Because $1+y\le e^y$, it is also at most $e^{6s/x}$ after being raised to the sixth power. For $x>6$ the resulting exponential integral converges to $1/(1-6/x)$, and so

$$\frac{x^6e^{-x}}{720}\le1-f_6(x)\le\frac{x^6e^{-x}}{720}\,\frac1{1-6/x}.$$

For any positive integer $M$, the series for $e^x$ contains the positive term $x^M/M!$, so $e^{-x}<M!/x^M$. Choosing $M=m+7$ gives $x^{m+6}e^{-x}<(m+7)!/x$, which tends to zero. Hence $x^m(1-f_6)\to0$ for every $m$. The case $m=0$ gives $f_6\to1$ and $R^6V\to-C_6$.

## Second derivation: the missing terms of the exponential

The second route uses the power series $e^x=\sum_{k=0}^{\infty}x^k/k!$, which converges for every $x$. Write the leading 1 in the definition as $e^{-x}e^x$:

$$f_6(x)=e^{-x}\left[\sum_{k=0}^{\infty}\frac{x^k}{k!}-\sum_{k=0}^{6}\frac{x^k}{k!}\right]=e^{-x}\sum_{k=7}^{\infty}\frac{x^k}{k!}.$$

The damping polynomial has removed all powers below the seventh from the exponential series.

### Short range

Set $k=7+j$ and take out the first surviving term:

$$f_6(x)=\frac{x^7}{5040}\,e^{-x}T(x),\qquad T(x)=\sum_{j=0}^{\infty}\frac{7!}{(7+j)!}x^j=1+\frac x8+\frac{x^2}{72}+\cdots$$

The binomial coefficient $(7+j)!/(7!\,j!)$ is at least 1, so $7!/(7+j)!\le1/j!$. Summing gives $1\le T(x)\le e^x$, and therefore

$$e^{-x}\le\frac{5040\,f_6(x)}{x^7}\le1.$$

The ratio again tends to 1, which gives the same linear law and coefficient. The first correction also agrees: $(1-x+\cdots)(1+x/8+\cdots)=1-7x/8+\cdots$.

### Long range

Here the finite sum is the convenient form. For any non-negative integer $m$,

$$x^m\bigl[1-f_6(x)\bigr]=\sum_{k=0}^{6}\frac{x^{m+k}e^{-x}}{k!}.$$

There are seven terms. Using $e^{-x}<M!/x^M$ with $M=m+k+1$, each is smaller than $(m+k+1)!/(k!\,x)$. Each vanishes as $x\to\infty$, and so does their sum.

### How the cutoff sets the short-range power

Let the damping sum stop at $k=N$ instead, while the energy remains proportional to $1/R^6$. The same subtraction leaves $x^{N+1}/(N+1)!$ as the leading term, so the energy varies as $R^{N-5}$. It diverges as $1/R$ for $N=4$, tends to a nonzero constant for $N=5$, and vanishes linearly for $N=6$. Exponents computed from the definition between $x=10^{-4}$ and $2\times10^{-4}$ are $-1.0001$, $-0.0001$ and $0.9999$.

A higher term $-C_nf_n(bR)/R^n$, with its sum stopped at $k=n$, behaves in the same way:

$$-\frac{C_n}{R^n}\frac{(bR)^{n+1}}{(n+1)!}=-\frac{C_nb^{n+1}}{(n+1)!}R.$$

The $C_8$ and $C_{10}$ terms thus also vanish linearly. They change the total slope but not the power of $R$.

## What each derivation assumes

Both derivations take the damping function as given and treat $C_6$ and $b$ as constants. Neither derives the function from the electronic Schrödinger equation, so the limits are properties of the model.

The first derivation needs differentiation, the value $f_6(0)=0$ and the normalization of one integral. It shows directly that $f_6$ increases, and it gives two-sided bounds on the long-range error. The integral also has a meaning for non-integer powers if $6!$ is replaced by a gamma function, although the finite polynomial is then lost.

The second derivation needs the convergent exponential series and an integer cutoff. It shows why this cutoff gives a linear zero. Its lower bound $e^{-x}$ is weaker than $1-7x/8$ near zero, but it stays positive at all $x$, whereas the other becomes negative beyond $x=8/7$.

Some versions of the model let $b$ depend on $R$. The results for $f_6(x)$ then still hold with $x=b(R)R$, but the energy near zero approaches $-C_6b(R)^7R/5040$ only if $b(R)R\to0$ there. It is linear if $b(R)$ has a finite, nonzero limit at $R=0$. The long-range result requires $b(R)R$ to grow fast enough for the exponential to suppress the correction; a positive lower bound on $b(R)$ is sufficient.

## Force and minimum between the limits

The radial force is $-dV/dR$. At the origin it tends to $+C_6b^7/5040$, which points outward. The energy is negative, but it decreases as the molecules move apart from $R=0$. In three dimensions $V$ is proportional to the length of the separation vector near the origin, so it has a cusp there and the force has no unique direction at that point.

At large distance the force is inward, so there must be a minimum between. Differentiating the dimensionless ratio gives

$$\frac{d}{dx}\frac{f_6}{x^6}=\frac{xf_6'-6f_6}{x^7}=\frac{h(x)}{x^7},\qquad h(x)=\frac{x^7e^{-x}}{720}-6f_6(x).$$

The derivative of $h$ is

$$h'(x)=\frac{(7x^6-x^7)e^{-x}}{720}-\frac{6x^6e^{-x}}{720}=\frac{(1-x)x^6e^{-x}}{720}.$$

Starting from $h(0)=0$, $h$ rises until $x=1$ and then falls towards $-6$. It therefore has one positive zero, where $f_6/x^6$ is largest and $V$ is lowest. The numerical root is $x=1.163$.

## A worked example in the methane regime

Methane is a carbon source gas in vapour deposition. Round parameters in the regime of a methane pair are $C_6=8\times10^{-5}$ eV nm$^6$ and $b=36$ nm$^{-1}$. Both are rough model values. The slope at the origin is

$$V'(0^+)=-\frac{(8\times10^{-5})(36)^7}{5040}\ \text{eV/nm}=-1244\ \text{eV/nm}.$$

| $R$ (nm) | $f_6$ | Bare (eV) | Damped (eV) |
|---|---|---|---|
| 0.0001 | $1.55\times10^{-21}$ | $-8.0\times10^{19}$ | $-0.124$ |
| 0.01 | $1.14\times10^{-7}$ | $-8.0\times10^7$ | $-9.08$ |
| 0.1 | 0.0733 | $-80$ | $-5.86$ |
| 0.4 | 0.9889 | $-0.01953$ | $-0.01931$ |
| 0.6 | 0.9999 | $-0.001715$ | $-0.001715$ |

At $R=0.01$ nm, $x=0.36$. The linear law gives $-12.44$ eV against the damped value $-9.08$ eV, a shortfall of 27% relative to the linear law. The bound $7x/8$ allows 31.5%. The linear law is 1% off already at $R=3.2\times10^{-4}$ nm, so its range is far smaller than any molecular spacing.

At $R=0.4$ nm, $x=14.4$ and damping removes 1.1% of the bare energy. The long-range bounds place this fraction between 0.69% and 1.18%. The removed fraction falls to 1% at 0.405 nm.

The minimum lies at $R=1.163/36=0.0323$ nm, with an energy of $-14.7$ eV. It is not a predicted bond. Repulsion overwhelms it. The exponential fitted below at 0.4 nm gives $7.5\times10^3$ eV when extrapolated to this distance, which is too large: it exceeds even the bare repulsion of the two carbon nuclei there, $1.6\times10^3$ eV. A Hartree-Fock calculation for a face-to-face pair at this spacing gives about $4.5\times10^2$ eV, still some thirty times the depth of the minimum.

The small values of $f_6$ also need care in computation. At $x=0.0036$, direct subtraction in double precision returns zero instead of $1.55\times10^{-21}$, because the difference is far below the spacing of double-precision numbers near 1. The integral or the series from $k=7$ avoids this subtraction.

### What the one-term model leaves out

Take an assumed spacing of 0.4 nm and rough coefficients $C_8=4.8\times10^{-6}$ eV nm$^8$ and $C_{10}=3.5\times10^{-7}$ eV nm$^{10}$. The damped terms are then $-19.3$, $-7.0$ and $-2.8$ meV for $n=6$, 8 and 10. With these coefficients the two higher terms together equal 51% of the $C_6$ term. The coefficients are low for real methane. Time-dependent Hartree-Fock polarizabilities give $C_8/C_6\approx0.10$ nm$^2$ instead of 0.06 nm$^2$, and with the same $C_6$ and $b$ the two higher terms then reach about 95% of the $C_6$ term (94% and 97% in two basis sets). The well depth and zero-point energy below belong to the rough coefficients. Damping leaves the leading law intact, but that law alone is not an accurate contact energy.

Add a repulsion $Ae^{-bR}$ with the same $b$, and choose $A$ so that the total force vanishes at 0.4 nm. This gives $A=2.4\times10^4$ eV and a repulsion of 13.4 meV at that spacing. The net energy is

$$-19.3-7.0-2.8+13.4=-15.7\ \text{meV}.$$

The harmonic zero-point energy for two molecules of mass 16 u is about 3.3 meV, or roughly a fifth of this well depth.

At very short range even this repulsion is incomplete. Two bare carbon nuclei 0.001 nm apart repel with $5.2\times10^4$ eV, while the damped dispersion energy there is $-1.2$ eV. The linear zero keeps the dispersion term finite in a calculation; it does not describe merged molecules.

### Comparison with real methane and its process conditions

Real methane is neither a single point nor isotropic at contact. To size this effect, $C_6$ was shared among atomic sites with weights 0.40 for carbon and 0.15 for each hydrogen, at a C–H length of 0.109 nm. Each pair of sites received the product of its weights and the same $b$. With the carbon spacing held at 0.4 nm, the energy relative to the one-centre $C_6$ term was 2.7 for hydrogen facing hydrogen, 1.6 for hydrogen facing a face, and 1.15 for face to face. In the first arrangement the nearest hydrogens are only 0.18 nm apart, where strong repulsion would push the molecules away, so 2.7 is not a ratio to expect at a real contact. The other two arrangements still differ by about half of the one-centre estimate. These ratios include effects of higher inverse powers from the spread of the sites, so they should not be added to the $C_8$ and $C_{10}$ corrections. At a representative deposition temperature of 1300 K, $k_BT=112$ meV, about seven times the model well depth; at 300 K it is 26 meV. In this model, pair attraction is a weak correction to thermal motion in the hot gas.

### Retardation and the meaning of the long-range limit

The Casimir-Polder energy, taken here as a known result, includes the travel time of light. For two identical molecules in vacuum at zero temperature, each with one oscillator of energy $E_0$, let $a=E_0R/(\hbar c)$. The ratio of the retarded to the nonretarded energy is

$$\rho(a)=\frac4{3\pi}\int_0^\infty\frac{e^{-2y}(y^4+2y^3+5y^2+6y+3)}{(1+s^2)^2}\,ds,\qquad y=as.$$

For large $a$ the exponential restricts $s$ to small values, so the denominator may be replaced by 1. With $ds=dy/a$, the five terms integrate to $3/4+3/4+5/4+3/2+3/2=23/4$, giving $\rho\approx23/(3\pi a)$. The retarded energy then falls as $1/R^7$, and $R^6V$ tends to zero instead of $-C_6$.

For a rough $E_0=15$ eV, $\rho$ is 0.9997 at 0.4 nm, 0.994 at 2 nm, 0.91 at 10 nm and 0.30 at 100 nm. A single oscillator leaves out the high-energy part of the spectrum; with a time-dependent Hartree-Fock spectrum of methane the values are 0.9995, 0.991, 0.88 and 0.27. Between about 0.4 and 2 nm, both damping and retardation change the leading $C_6$ term by about 1% or less in this model. At larger distances the damping correction continues to vanish, while at zero temperature retardation eventually replaces the inverse sixth-power law itself. At nonzero temperature, thermal fluctuations of the field restore an inverse sixth-power law with a much smaller coefficient at distances well beyond $\hbar c/(k_BT)$, which is about 1.8 micrometres at 1300 K. The full set of computed values is in the numerical output.

## Computed values

```
C6 = 8.00e-05 eV nm^6; b = 36.0 1/nm
slope of V at R=0: -1243.88 eV/nm
R (nm) | bare (eV) | f6 | damped (eV) | linear law (eV)
0.0001 | -8.0000e+19 | 1.54995e-21 | -1.2400e-01 | -1.2439e-01
0.001 | -8.0000e+13 | 1.50664e-14 | -1.2053e+00 | -1.2439e+00
0.01 | -8.0000e+07 | 1.13562e-07 | -9.0849e+00 | -1.2439e+01
0.1 | -8.0000e+01 | 0.0732734 | -5.8619e+00 | -1.2439e+02
0.2 | -1.2500e+00 | 0.579644 | -7.2456e-01 | -2.4878e+02
0.4 | -1.9531e-02 | 0.988879 | -1.9314e-02 | -4.9755e+02
0.6 | -1.7147e-03 | 0.99992 | -1.7145e-03 | -7.4633e+02
1.0 | -8.0000e-05 | 1 | -8.0000e-05 | -1.2439e+03
minimum: x = 1.16340, R = 0.03232 nm
damped energy at minimum: -14.652 eV
linear law 1% off at R = 3.191e-04 nm
damping removes 1% at R = 0.4047 nm
sum stopped at k=4: energy exponent -1.0001
sum stopped at k=5: energy exponent -0.0001
sum stopped at k=6: energy exponent 0.9999
sum stopped at k=7: energy exponent 1.9999
sum stopped at k=8: energy exponent 2.9999
f6 at x=0.0036: true 1.550e-21, double 0.000e+00
Neglected effects, assumed spacing 0.4 nm:
C8 = 4.80e-06 eV nm^8; C10 = 3.50e-07 eV nm^10
damped C6 term: -19.314 meV
damped C8 term: -6.952 meV
damped C10 term: -2.835 meV
repulsion prefactor A: 2.397e+04 eV
repulsion at 0.4 nm: 13.360 meV
repulsion at C6-term minimum: 7.488e+03 eV
well depth with all terms: 15.741 meV
zero-point energy (harmonic): 3.278 meV
bare C-C nuclear repulsion, 0.001 nm: 5.184e+04 eV
site weights: C 0.40, each H 0.15
C-H bond length in site model: 0.109 nm
site/single-centre energy, H to H: 2.701
site/single-centre energy, H to face: 1.625
site/single-centre energy, face to face: 1.149
oscillator energy: 15.0 eV
retardation factor at 0.4 nm: 0.99970
retardation factor at 2.0 nm: 0.99368
retardation factor at 10.0 nm: 0.90959
retardation factor at 100.0 nm: 0.29566
kT at 300 K: 25.85 meV
kT at 1300 K: 112.03 meV
```
